# Why a Filled Band Carries No Current and a Hole Does

**Question.** The electrons of a filled band are not at rest: most Bloch states have a non-zero mean velocity. Why do these electrons together carry neither charge nor heat, even when a weak electric field pushes on all of them? And what current flows when one of them is missing?

**Answer.** The velocity of a Bloch electron is the slope of a function that repeats itself in $k$. Over one full period such a function rises as much as it falls, so the velocities of a full band add up to zero. A weak field moves every electron along the $k$ axis, but if all states are occupied, the set of occupied states stays the same.

The argument below treats electrons as independent particles in a perfect static crystal. Heat carried by lattice vibrations is a separate matter: an insulator can conduct heat through them.

## The velocity is a slope

Take a one-dimensional crystal closed into a ring of length $L$. By Bloch's theorem its states are $\psi_k(x)=e^{ikx}u_k(x)$, where $u_k$ has the period $a$ of the lattice. Acting on $e^{ikx}u_k$, the momentum operator $p$ gives $e^{ikx}(p+\hbar k)u_k$. Hence $u_k$ is an eigenfunction, with eigenvalue $E(k)$, of

$$H(k)=\frac{(p+\hbar k)^2}{2m}+V(x).$$

Differentiate $E(k)=\langle u_k|H(k)|u_k\rangle$. The terms in which the derivative acts on $u_k$ combine to $E\,\frac{d}{dk}\langle u_k|u_k\rangle$, which is zero because the norm is fixed. What remains is

$$\frac{dE}{dk}=\Big\langle u_k\Big|\frac{\hbar(p+\hbar k)}{m}\Big|u_k\Big\rangle=\hbar\,\frac{\langle\psi_k|p|\psi_k\rangle}{m},
\qquad\text{so}\qquad v(k)=\frac1\hbar\frac{dE}{dk}.$$

The particle flux is $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. Its integral around the ring is $\langle p\rangle/m=v$. In a stationary state the density does not change, so $j$ is the same everywhere and equals $v/L$. An electron has charge $-e$ and contributes $-ev/L$ to the electric current.

## The heat carried by one electron

The energy density of a wave function is $w=\frac{\hbar^2}{2m}|\psi'|^2+V|\psi|^2$. With a dot for the time derivative and "c.c." for the complex conjugate,

$$\dot w=\frac{\hbar^2}{2m}\left(\psi'^*\dot\psi'+\text{c.c.}\right)+V\left(\psi^*\dot\psi+\text{c.c.}\right).$$

Now write $\psi'^*\dot\psi'=(\psi'^*\dot\psi)'-\psi''^*\dot\psi$:

$$\dot w=\frac{\partial}{\partial x}\left[\frac{\hbar^2}{2m}\left(\psi'^*\dot\psi+\text{c.c.}\right)\right]+\left[\Big(-\frac{\hbar^2}{2m}\psi''^*+V\psi^*\Big)\dot\psi+\text{c.c.}\right].$$

By the Schrödinger equation the round bracket in the last term is $(i\hbar\dot\psi)^*=-i\hbar\dot\psi^*$. The product $-i\hbar|\dot\psi|^2$ is imaginary and cancels against its conjugate. Comparison with $\dot w=-\partial j_E/\partial x$ gives the energy flux

$$j_E=-\frac{\hbar^2}{2m}\left(\psi'^*\dot\psi+\text{c.c.}\right).$$

In a stationary state $\dot\psi=-iE\psi/\hbar$, and therefore

$$j_E=\frac{i\hbar E}{2m}\left(\psi'^*\psi-\psi'\psi^*\right)=E\,\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi')=E\,j.$$

Heat is energy less the part that belongs to the transfer of particles, $\delta Q=dU-\mu\,dN$, where $\mu$ is the chemical potential. One electron thus carries the heat current $(E-\mu)v/L$. For an electron below $\mu$ this is directed against its velocity.

## Adding up the band

Allowed wavevectors on the ring are $2\pi/L$ apart, and each holds two electrons, one per spin. For a long ring the sum over $k$ becomes $L/2\pi$ times an integral, so the filled band carries

$$I=-\frac{e}{\pi}\int_{\rm zone}v\,dk=-\frac{e}{\pi\hbar}\int_{\rm zone}\frac{dE}{dk}\,dk,$$

$$I_Q=\frac1\pi\int_{\rm zone}(E-\mu)\,v\,dk=\frac{1}{\pi\hbar}\int_{\rm zone}\frac{d}{dk}\left[\frac{(E-\mu)^2}{2}\right]dk.$$

The wavevectors $k$ and $k+2\pi/a$ give the same factor $e^{ika}$ under a shift by one cell, so they label the same set of states. With the bands numbered in order of energy, this gives $E(k+2\pi/a)=E(k)$. Both integrands are therefore derivatives of periodic functions. Each integral is the difference between the values at $k=\pi/a$ and $k=-\pi/a$, which are equal. Both currents vanish.

The same holds in two and three dimensions. For a periodic function $g$, the integral of $g(\mathbf k+\mathbf q)$ over a zone does not depend on $\mathbf q$, since whatever leaves the zone on one side enters on the other. Differentiating with respect to $\mathbf q$ at $\mathbf q=0$ gives $\int\nabla g\,d^dk=0$. Choose $g=E$ for charge and $g=(E-\mu)^2/2$ for heat.

The zone integrals do not require $E(\mathbf k)=E(-\mathbf k)$. For the Hamiltonian $p^2/2m+V$ used above that symmetry always holds, whether or not $V$ is even; it can be lost only when time-reversal symmetry is broken, as by magnetic order or a magnetic field. When that symmetry exists, electrons at $\mathbf k$ and $-\mathbf k$ cancel in pairs; without it the total is still zero. The numerical check includes a two-dimensional band without the symmetry. Its full-zone integrals vanish to rounding error, while those over half the zone do not.

There is a limit to this statement in higher dimensions. An applied field can add a velocity perpendicular to itself that is not a gradient of $E$, and in two dimensions the filled bands then carry a Hall current if their Chern numbers (integer topological invariants of the bands) do not add up to zero. When time-reversal symmetry is broken, the field can also drive a transverse energy current in the bulk even if the Chern numbers are zero. In a strip with the field across it, no edge states in the gap and a potential drop smaller than the gap, the periodicity argument applied along the strip still gives zero total, so that bulk flow returns along the edges. The result here concerns the band velocity $\nabla E/\hbar$.

## What a field can and cannot change

Zero current in equilibrium is not peculiar to filled bands. If the occupation is a function $f(E)$, then $f(E)\nabla E$ is the gradient of a primitive of $f$, again periodic, and its integral vanishes. The difference appears when a field $F$ is applied.

The potential energy of an electron in the field is $+eFx$. Consider an infinite crystal and let $T$ shift a wave function by one cell, $T\psi(x)=\psi(x+a)$. A Bloch state obeys $T\psi=e^{ika}\psi$. Shifting the Schrödinger equation adds the constant $eFa$ to the Hamiltonian, so $T\psi$ evolves like $\psi$ with an extra phase:

$$T\psi(\tau)=e^{ika}\,e^{-ieFa\tau/\hbar}\,\psi(\tau),\qquad\text{that is,}\qquad k(\tau)=k-\frac{eF\tau}{\hbar}.$$

If the field is too weak to drive electrons across the gap, they stay in their band and all slide along $k$ together. Electrons occupying an interval from $k_L$ to $k_R$ carry

$$I=-\frac{e}{\pi\hbar}\left[E(k_R)-E(k_L)\right].$$

In a partly filled band that starts from equilibrium, a small slide makes the two end energies unequal, and a current flows. In a filled band the ends are one period apart wherever they slide, and this current remains zero. So does the heat current, whose integrand is also the derivative of a periodic function. A weak field also mixes a little of the other bands into each state and so polarises the crystal; if the field is turned on slowly, a small polarisation current flows while it is changing and dies out once it is steady.

## One electron missing

Remove one electron from the state $k_e$. Its contribution is subtracted from a total of zero:

$$I=0-\left(-\frac{e\,v(k_e)}{L}\right)=+\frac{e\,v(k_e)}{L},\qquad
I_Q=0-\frac{[E(k_e)-\mu]\,v(k_e)}{L}=\frac{[\mu-E(k_e)]\,v(k_e)}{L}.$$

These are the currents of one particle with charge $+e$, velocity $v(k_e)$ and excitation energy $\mu-E(k_e)$. That energy is positive for a state below $\mu$: the band loses $E(k_e)$ and the reservoir receiving the electron gains $\mu$. A hole therefore carries charge and heat in the same direction.

Counting both spins, the filled band has total crystal momentum zero, up to a reciprocal lattice vector, so the hole has wavevector $k_h=-k_e$. Its velocity is not reversed. With $E_h(k_h)=\mu-E(-k_h)$, the two minus signs in $dE_h/dk_h$ cancel and leave $\hbar v(k_e)$.

## Numbers for a cosine band

Let $E(k)=2t\cos ka$ with $t=1$ eV and $a=0.4$ nm, on a ring of 100 cells, so $L=40$ nm. The band runs from $-2$ to $2$ eV. With $\mu=2.5$ eV, the top state at 300 K is empty with probability $1/(e^{(\mu-2t)/k_BT}+1)\approx4\times10^{-9}$, so the band is filled for our purpose.

On this finite ring the cancellation is exact. The velocity is proportional to $\sin ka$, and $(E-\mu)v$ contains only $\sin ka$ and $\sin 2ka$. The sum of $e^{ilka}$ over the $N$ allowed wavevectors is a geometric series that vanishes unless $l$ is a multiple of $N$. For $l=1$ and $2$ it vanishes once $N\ge3$.

The separate parts are large. The right-moving electrons carry $-309.8\ \mu$A and the left-moving ones $+309.8\ \mu$A. The corresponding heat currents are $-774.6$ and $+774.6\ \mu$W.

Now remove one electron at $k_ea=-\pi/5$. Differentiating the band gives

$$v(k_e)=-\frac{2ta}{\hbar}\sin k_ea=(1.2154\times10^6\ \text{m/s})(0.5878)=7.144\times10^5\ \text{m/s},$$

$$I=\frac{(1.602\times10^{-19}\ \text{C})(7.144\times10^5\ \text{m/s})}{4.0\times10^{-8}\ \text{m}}=2.86\ \mu\text{A}.$$

The missing electron had energy $2\cos(\pi/5)=1.618$ eV, which is $0.882$ eV below $\mu$. The heat current is $0.882\ \text{V}\times2.86\ \mu\text{A}=2.52\ \mu$W. The program finds the same two currents in real space, from the flow of charge across one bond and of heat across one cut.

For contrast, fill 51 of the 100 wavevectors, centred on the band bottom at $ka=\pi$, and shift them by five steps towards larger $k$. Each wavevector stands for an interval one step wide, so the ends of the occupied interval lie half a step beyond the outermost states, at $ka=2\pi\times29.5/100$ and $2\pi\times80.5/100$. The end energies are $-0.558$ eV on the left and $0.677$ eV on the right, and the current is $-95.7\ \mu$A, both from the end-energy formula and from the sum over states. The same shift of the filled band gives zero to rounding error.

## The hole in a field

All occupied states slide along $k$ at the same rate, and the vacancy slides with them. If it starts at the band top, $k=0$, its velocity after time $\tau$ is $v=(2ta/\hbar)\sin\theta$ with $\theta=eFa\tau/\hbar$. Integrating over time gives the displacement

$$d=\frac{2t}{eF}\,(1-\cos\theta).$$

For small $\theta$, $1-\cos\theta\approx\theta^2/2$, and

$$d\approx\frac{t\,eF\,a^2\tau^2}{\hbar^2}=\frac12\,\frac{eF}{m_h}\,\tau^2,\qquad m_h=\frac{\hbar^2}{2ta^2}.$$

The vacancy starts along the field, as a positive charge with positive mass does. Here $m_h=0.238$ electron masses.

In a field of $5\times10^7$ V/m, $2t/eF=40$ nm, and $\theta$ reaches 1 after 32.9 fs. The formula gives $d=40\ \text{nm}\times(1-\cos1)=18.39$ nm. Evolving the whole band with a vacancy spread over a Gaussian packet, amplitude $\propto e^{-n^2/4s^2}$ at $n$ cells from its centre with $s=12$, gives 18.37 nm.

The small deficit comes from the spread of starting wavevectors $k_0$. Each contributes $(2t/eF)[\cos k_0a-\cos(k_0a-\theta)]$, and a symmetric average multiplies $d$ by the mean of $\cos k_0a$. For a broad Gaussian packet this mean is the overlap of the packet with itself shifted by one cell, $e^{-1/(8s^2)}\approx0.999$, which accounts for the difference.

The constant-mass formula holds near the band top. At larger $\theta$ the cosine band bends away from its parabola, and at $\theta=\pi$ the vacancy turns back. This one-band model omits transitions to other bands, which a field of this strength (0.5 MV/cm) may cause in a real crystal, especially one with a small gap. It also omits scattering. The vacancy has gained 0.92 eV by $\theta=1$, many times a typical optical-phonon energy, and the turning point needs 103 fs of motion without a collision. In a bulk crystal at room temperature, collisions with phonons normally interrupt the motion well before that.

## Values computed for the example and the checks

```
hopping t = 1.0 eV
lattice constant a = 0.4 nm
cells N = 100, electrons in filled band = 200
ring length L = 40.0 nm
chemical potential mu = 2.5 eV
band bottom, top = -2.0, 2.0 eV
empty fraction of top state at 300 K = 4.0e-09
largest band speed 2ta/hbar = 1.2154e+06 m/s
Filled band:
current of right movers = -309.82 microampere
current of left movers = 309.82 microampere
total current, magnitude = 1.5e-13 microampere
heat current of right movers = -774.55 microwatt
heat current of left movers = 774.55 microwatt
total heat current, magnitude = 4.5e-13 microwatt
One electron missing:
k_e a = -0.6283 rad = -0.20 pi
energy of missing electron = 1.6180 eV
mu - E(k_e) = 0.8820 eV
velocity v(k_e) = 7.1440e+05 m/s
current, hole formula = 2.8615 microampere
current, real-space bond = 2.8615 microampere
heat current, hole formula = 2.5237 microwatt
heat current, real-space cut = 2.5237 microwatt
Partly filled band, shifted in k:
occupied k values = 51 of 100, two spins each
shift = 5 k steps = 0.3142/a
current before shift, size = 1.8e-13 microampere
edge energies left, right = -0.5580, 0.6775 eV
current, state sum = -95.74 microampere
current, edge formula = -95.72 microampere
filled band, same shift = 1.2e-13 microampere
Vacancy released at band top in a field:
field = 5.0e+07 V/m, packet width = 12 cells
hole mass at top = 0.2381 electron masses
short time = 3.291 fs
displacement, evolved = 0.1997 nm
displacement, constant mass = 0.2000 nm
long time = 32.91 fs
displacement, evolved = 18.372 nm
displacement, cosine band = 18.388 nm
Two-dimensional band without k -> -k symmetry (model units):
E(k) - E(-k) at a sample point, size = 0.476
full-zone mean velocity, largest part = 4.3e-17
full-zone mean (E-mu)v, largest part = 1.1e-16
half-zone velocity integral, largest = 0.035
half-zone (E-mu)v integral, largest = 0.066
```
